# The Haken Potential and the Intra-1s Fröhlich Form Factor

An electron and a hole in a polar crystal attract each other through two kinds of polarization. The electronic polarization follows them almost at once and reduces the attraction by the dielectric constant $\varepsilon_\infty$. The ions respond more slowly, at the longitudinal optical frequency $\omega$. If they follow completely, the reduction is by the static constant $\varepsilon_0>\varepsilon_\infty$. When the two particles are close, their lattice distortions overlap and largely cancel, so neither constant describes the attraction at every separation.

Take isotropic parabolic bands with masses $m_e,m_h$, total mass $M=m_e+m_h$, zero temperature and one dispersionless phonon branch. Let $\mathbf r=\mathbf r_e-\mathbf r_h$, let $k=e^2/(4\pi\epsilon_{\rm vac})$ with $\epsilon_{\rm vac}$ the vacuum permittivity, and define

$$\frac1{\varepsilon^*}=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_0},\qquad l_i=\sqrt{\frac{\hbar}{2m_i\omega}},\quad i=e,h .$$

The Hamiltonian is $H_{eh}+\sum_q\hbar\omega\, b_q^\dagger b_q+H'$, with

$$H_{eh}=\frac{p_e^2}{2m_e}+\frac{p_h^2}{2m_h}-\frac{k}{\varepsilon_\infty r},\qquad H'=\sum_q\left(V_q b_q\rho_q+V_q^*b_q^\dagger\rho_q^\dagger\right),$$

$$\rho_q=e^{i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_h}.$$

The minus sign in $\rho_q$ expresses the opposite charges. The size of $V_q$ follows from the case of fixed charges. For one mode with $g=V_q\rho_q$, completing the square gives

$$\hbar\omega b^\dagger b+gb+g^*b^\dagger=\hbar\omega\left(b^\dagger+\frac{g}{\hbar\omega}\right)\left(b+\frac{g^*}{\hbar\omega}\right)-\frac{|g|^2}{\hbar\omega}.$$

The lattice therefore lowers the energy by $\sum_q|V_q|^2|\rho_q|^2/\hbar\omega$, where $|\rho_q|^2=2-2\cos\mathbf q\cdot\mathbf r$. The part that depends on distance is $+2\sum_q|V_q|^2\cos(\mathbf q\cdot\mathbf r)/\hbar\omega$. For fixed charges it must turn $-k/(\varepsilon_\infty r)$ into $-k/(\varepsilon_0r)$, so it must equal $k/(\varepsilon^*r)$. In a volume $\Omega$, the Fourier coefficient of $1/r$ is $4\pi/(\Omega q^2)$, and hence

$$|V_q|^2=\frac{2\pi k\hbar\omega}{\varepsilon^*\Omega q^2}.$$

Now let the particles move. To first order in $1/\varepsilon^*$, at most one virtual phonon is needed. Write the state as $\phi|0\rangle+\sum_q\chi_q b_q^\dagger|0\rangle$. The Schrödinger equation, projected on zero and on one phonon, reads

$$(H_{eh}-E)\phi+\sum_qV_q\rho_q\chi_q=0,\qquad(\hbar\omega+H_{eh}-E)\chi_q+V_q^*\rho_q^\dagger\phi=0.$$

Solving the second equation for $\chi_q$ and inserting it in the first gives

$$H_{\rm eff}=H_{eh}-\sum_q|V_q|^2\rho_q\,\mathcal G\,\rho_q^\dagger,\qquad \mathcal G=(\hbar\omega+H_{eh}-E)^{-1}.$$

At this order $E$ in $\mathcal G$ is the energy without phonons. The product contains four terms:

$$\rho_q\mathcal G\rho_q^\dagger=e^{i\mathbf q\cdot\mathbf r_e}\mathcal Ge^{-i\mathbf q\cdot\mathbf r_e}+e^{i\mathbf q\cdot\mathbf r_h}\mathcal Ge^{-i\mathbf q\cdot\mathbf r_h}-e^{i\mathbf q\cdot\mathbf r_h}\mathcal Ge^{-i\mathbf q\cdot\mathbf r_e}-e^{i\mathbf q\cdot\mathbf r_e}\mathcal Ge^{-i\mathbf q\cdot\mathbf r_h}.$$

In the first two, one particle emits and reabsorbs the phonon. In the last two, the phonon passes between the particles. Since $e^{i\mathbf q\cdot\mathbf r_e}\mathbf p_ee^{-i\mathbf q\cdot\mathbf r_e}=\mathbf p_e-\hbar\mathbf q$, the inverse of the first term is

$$e^{i\mathbf q\cdot\mathbf r_e}(\hbar\omega+H_{eh}-E)e^{-i\mathbf q\cdot\mathbf r_e}=D_e-\frac{\hbar\mathbf q\cdot\mathbf p_e}{m_e}+H_{eh}-E,$$

$$D_i=\hbar\omega+\frac{\hbar^2q^2}{2m_i}=\hbar\omega(1+l_i^2q^2).$$

The term $\hbar^2q^2/2m_e$ is the recoil of an electron that emits from rest; the term in $\mathbf q\cdot\mathbf p_e$ will be called the drift. If the direct Coulomb attraction is neglected while the phonon is present, a pair at rest has $\mathbf p_e\phi=\mathbf p_h\phi=0$ and $E=0$, and $D_e$ alone remains. The Haken approximation uses this result for a bound pair as well. How much that costs is examined below.

The third term contains $e^{i\mathbf q\cdot\mathbf r_h}=e^{-i\mathbf q\cdot\mathbf r}e^{i\mathbf q\cdot\mathbf r_e}$ and so becomes $-e^{-i\mathbf q\cdot\mathbf r}/D_e$. In the same way the fourth becomes $-e^{i\mathbf q\cdot\mathbf r}/D_h$. The sum over $\mathbf q$ is even, so both exponentials may be written with the same sign:

$$H_{\rm eff}-H_{eh}\simeq-\sum_q|V_q|^2\left(\frac1{D_e}+\frac1{D_h}\right)+\sum_q|V_q|^2e^{i\mathbf q\cdot\mathbf r}\left(\frac1{D_e}+\frac1{D_h}\right).$$

For the self-energies, replace the sum by $\Omega\int d^3q/(2\pi)^3$. The factors of $q^2$ and $\hbar\omega$ cancel:

$$\sum_q\frac{|V_q|^2}{D_i}=\frac{4\pi\cdot2\pi}{8\pi^3}\frac{k}{\varepsilon^*}\int_0^\infty\frac{dq}{1+l_i^2q^2}=\frac{k}{2\varepsilon^*l_i}\equiv\alpha_i\hbar\omega .$$

This defines the Fröhlich constant $\alpha_i$ and gives each free particle the polaron shift $-\alpha_i\hbar\omega$. For the exchange terms, partial fractions give

$$\frac{1}{q^2(1+l^2q^2)}=\frac1{q^2}-\frac1{q^2+l^{-2}} .$$

The function $e^{-r/l}/r$ satisfies $(-\nabla^2+l^{-2})e^{-r/l}/r=4\pi\delta(\mathbf r)$, so its transform is $4\pi/(q^2+l^{-2})$. Therefore

$$\sum_q|V_q|^2\frac{e^{i\mathbf q\cdot\mathbf r}}{D_i}=\frac{k}{2\varepsilon^*}\,\frac{1-e^{-r/l_i}}{r}.$$

The exchange is repulsive because the two particles distort the lattice in opposite senses. Adding the direct attraction and using $1/\varepsilon_\infty-1/\varepsilon^*=1/\varepsilon_0$ yields the Haken potential,

$$V_H(r)=-\frac kr\left[\frac1{\varepsilon_0}+\frac1{2\varepsilon^*}\left(e^{-r/l_e}+e^{-r/l_h}\right)\right].$$

For $r\gg l_e,l_h$ the exponentials vanish and $V_H\to-k/(\varepsilon_0r)$. For small $r$, $(1-e^{-r/l})/r\to1/l$, so that

$$V_H(r)\to-\frac{k}{\varepsilon_\infty r}+(\alpha_e+\alpha_h)\hbar\omega .$$

The constant cancels the two self-energies. This agrees with the original Hamiltonian, in which $\rho_q=0$ at $\mathbf r=0$: a neutral point pair does not polarize the lattice. Energies in $V_H$ are measured from the edge of two free polarons, which is why the constant appears in the potential.

The drift must now be examined. Consider a real, normalized relative wave function $\phi(r)$ at zero total momentum, where $\mathbf p_e=\mathbf p=-i\hbar\nabla$. If its radius $a$ is much larger than $l_e$ and $l_h$, the exchange terms involve mainly $q\sim1/a$, and the denominators can be expanded about $\hbar\omega$. Since $(H_{eh}-E)\phi=0$, the first correction for emission by the electron is proportional to the mean of $e^{-i\mathbf q\cdot\mathbf r}(q^2-2\mathbf q\cdot\mathbf p/\hbar)$. With $F(q)=\int\phi^2e^{-i\mathbf q\cdot\mathbf r}d^3r$, integration by parts gives

$$\int\phi\,e^{-i\mathbf q\cdot\mathbf r}\frac{2\mathbf q\cdot\mathbf p}{\hbar}\phi\,d^3r=-i\mathbf q\cdot\int e^{-i\mathbf q\cdot\mathbf r}\nabla\phi^2\,d^3r=i\mathbf q\cdot(-i\mathbf q)F(q)=q^2F(q).$$

Drift and recoil cancel in the mean. The Haken potential keeps the recoil and drops the drift. In a wide state its $1/\varepsilon_0$ part is therefore reliable, while the mean of its exponential part is cancelled to leading order by the drift left out of the exchange terms. The crossover is an interpolation, not a systematic expansion in $l/a$.

To see the sizes, take the hydrogenic state $\phi=e^{-r/a}/\sqrt{\pi a^3}$, for which $\langle1/r\rangle=1/a$ and

$$\left\langle\frac{e^{-r/l}}r\right\rangle=\frac4{a^3}\int_0^\infty r\,e^{-(2/a+1/l)r}dr=\frac{4}{a(2+a/l)^2}.$$

For $a\gg l$ this is about $4l^2/a^3$, against $1/a$ for the static part. The phonon shift in the Haken approximation, self-energies included, is

$$\Delta_H=\frac{k}{\varepsilon^*}\,\frac12\sum_{i=e,h}\left[-\frac1{l_i}+\frac1a-\frac{4}{a(2+a/l_i)^2}\right].$$

It can be compared with the complete one-phonon shift $-\sum_q|V_q|^2\langle\rho_q\mathcal G\rho_q^\dagger\rangle$, in which drift, Coulomb attraction and all intermediate pair states are kept. For equal masses and $a=8l_e$, in units of $k/(\varepsilon^*l_e)$, the Haken value is $-1+0.125-0.005=-0.880$. The complete value is $-0.878$, and the static value, without exponentials, is $-0.875$. The Haken error is between 1% and 2% of the exchange energy $0.120$, but it is not small beside the exponential part $0.005$.

Most of the remaining distance between the static and complete values comes from the self terms. There the drift enters at second order. Replacing $(\mathbf q\cdot\mathbf p)^2$ by its angular average $q^2p^2/3$, and neglecting commutators with the Coulomb attraction, one finds

$$-\sum_q|V_q|^2\frac{\hbar^2q^2p^2}{3m_i^2D_i^3}=-\frac{k}{\pi\varepsilon^*}\frac{\hbar^2p^2}{3m_i^2(\hbar\omega)^2}\int_0^\infty\frac{q^2dq}{(1+l_i^2q^2)^3}=-\frac{\alpha_ip^2}{12m_i},$$

because the integral is $\pi/(16l_i^3)$ and $\hbar/(m_i\omega)=2l_i^2$. This is the first-order increase of the polaron mass. With $\langle p^2\rangle=\hbar^2/a^2$, each particle contributes $-l_i/(12a^2)$ in units of $k/\varepsilon^*$. For the case above the sum is $-1/(6\times64)=-0.0026$, which moves the static value to $-0.8776$.

In narrower states the interpolation is useful but less accurate. At $a=2l_e$ the complete, Haken and static values are $-0.589$, $-0.625$ and $-0.500$. At $a=0.5l_e$ they are $-0.209$, $-0.280$ and $+1.000$. The static form then has the wrong sign, because its exchange repulsion omits recoil and grows as $1/a$, while its self-energies include recoil and stay fixed, so the two no longer cancel in a small pair. The Haken form retains the cancellation at short distance, though its shift is still about a third too large in magnitude.

As a worked example, choose the model parameters $\varepsilon_\infty=6$, $\varepsilon_0=9$, $\hbar\omega=30$ meV, and masses $0.1$ and $0.4$ in units of the free-electron mass. Then $1/\varepsilon^*=1/6-1/9=0.0556$, $l_e=3.56$ nm and $l_h=1.78$ nm. With $k=1440$ meV nm,

$$\alpha_e=\frac{1440\times0.0556}{2\times3.56\times30}=0.37,\qquad\alpha_h=0.75 .$$

The heavier hole has the shorter polaron length and the stronger coupling. The self-energies sum to $33.7$ meV in magnitude. At $r=5$ nm the two exponentials are $0.246$ and $0.060$, so the inverse effective constant is $0.1111+0.0556\times0.153=0.1196$, which means $\varepsilon_{\rm eff}=8.36$. At $0.5$ nm it is $6.40$ and at $20$ nm it is $8.99$.

For a 1s trial function of radius $a$ and reduced mass $\mu$, the energy in $V_H$ is

$$E(a)=\frac{\hbar^2}{2\mu a^2}-k\left[\frac1{\varepsilon_0a}+\frac1{2\varepsilon^*}\sum_{i=e,h}\frac{4}{a(2+a/l_i)^2}\right].$$

Here $\hbar^2/2\mu=476.2$ meV nm², and the minimum lies at $a=4.72$ nm. The kinetic, static and exponential parts are $21.4$, $-33.9$ and $-4.6$ meV, giving a binding energy of $17.2$ meV. A radial solution without the trial form agrees to within $0.05$ meV. A Coulomb potential screened by $\varepsilon_0$ would give $13.4$ meV, and one screened by $\varepsilon_\infty$ would give $30.2$ meV. The Haken result must lie between them: the exponentials lie between zero and one, so $V_H$ lies between the two Coulomb potentials at every $r$, and the variational principle orders the ground energies in the same way.

These are energies of the model with band masses. Since $a/l_e=1.3$ and $a/l_h=2.6$, this exciton is in the crossover region, where $V_H$ interpolates and tends to overbind: for a hydrogenic 1s state of this radius the complete one-phonon shift is $-20.0$ meV against the Haken value $-21.4$ meV, a difference of more than a third of the $3.8$ meV by which the Haken binding exceeds the $\varepsilon_0$ value. The polaron mass corrections, of relative size $\alpha_i/6$ or about 6% and 12%, are also left out, as are multiphonon terms.

The same coupling determines how an exciton scatters from a phonon while its internal state stays 1s. With the centre of mass $\mathbf R$, the particle positions are

$$\mathbf r_e=\mathbf R+\frac{m_h}{M}\mathbf r,\qquad\mathbf r_h=\mathbf R-\frac{m_e}{M}\mathbf r .$$

The factor $e^{i\mathbf q\cdot\mathbf R}$ common to both terms of $\rho_q$ changes the exciton momentum by $\hbar\mathbf q$. The internal factor is

$$G(q)=\int\phi^2\left(e^{i(m_h/M)\mathbf q\cdot\mathbf r}-e^{-i(m_e/M)\mathbf q\cdot\mathbf r}\right)d^3r=F\!\left(\frac{m_hq}{M}\right)-F\!\left(\frac{m_eq}{M}\right),$$

where the sign of the second exponent is irrelevant because $\phi^2$ is even. For the hydrogenic state, with $\beta=2/a$,

$$F(p)=\frac{4}{a^3p}\int_0^\infty r\,e^{-\beta r}\sin(pr)\,dr=\frac4{a^3p}\,\frac{2\beta p}{(\beta^2+p^2)^2}=\frac{1}{[1+(pa/2)^2]^2}.$$

If $m_e=m_h$, the two arguments coincide and $G(q)=0$ for every $q$. The electron and hole clouds are then equal in shape, centred on the same point and opposite in charge. The hydrogenic form is not essential. For equal masses the bracket in the integral is $2i\sin(\mathbf q\cdot\mathbf r/2)$, which is odd in $\mathbf r$, whereas $|\phi|^2$ is even for any internal state of definite parity.

For unequal masses and small $q$, $F(p)\simeq1-p^2a^2/2$, and so

$$G(q)\simeq-\frac{q^2a^2}{2}\,\frac{m_h^2-m_e^2}{M^2}=-\frac{q^2a^2}{2}\,\frac{m_h-m_e}{M}.$$

Since $V_q\propto1/q$, the scattering amplitude $V_qG$ vanishes linearly at long wavelength: a neutral exciton with a spherical charge cloud has neither charge nor dipole. In the example, at $q=1/a=0.212$ nm$^{-1}$,

$$G=\frac1{(1+0.16)^2}-\frac1{(1+0.01)^2}=0.743-0.980=-0.237 .$$

The magnitude peaks at $0.68$ near $q=0.71$ nm$^{-1}$, where the phonon resolves the wide electron cloud but still sees the compact hole cloud.

Three conditions together guarantee the vanishing: equal masses, opposite couplings of equal size, and an even density $|\phi|^2$, which definite parity ensures. If a short-range coupling had strengths $C_e$ and $C_h$ in place of the equal Fröhlich strengths, equal masses would leave $(C_e-C_h)F(q/2)$, which is not zero in general. Parity can be broken by a field. The state used here only illustrates parity mixing and is not the state of an exciton in a field: a field also admixes higher $p$ states and the continuum, and a 2p amplitude of $0.3$ would need a potential drop over one Bohr radius of about $0.3$ of the binding energy, enough to ionize the pair. Take the state $(\phi_{1s}+0.3\,\phi_{2p})/\sqrt{1.09}$, with the 2p orbital along $\mathbf q$ and the same Bohr radius $a$. Only the cross terms survive, and at $q=1/a$ the 1s–2p element has magnitude $0.543$, so

$$|G|=\frac{2\times0.3\times0.543}{1.09}=0.299 .$$

That nonzero 1s–2p element also shows that an equal-mass exciton is still coupled to the lattice. At small $q$ the operator is $2i\sin(\mathbf q\cdot\mathbf r/2)\simeq iqz$, with $z$ along $\mathbf q$. Using $\phi_{2p}=z\,e^{-r/2a}/(4\sqrt{2\pi}\,a^{5/2})$,

$$\langle2p|z|1s\rangle=\frac{4\pi/3}{4\sqrt2\,\pi a^4}\int_0^\infty r^4e^{-3r/2a}dr=\frac{1}{3\sqrt2\,a^4}\,24\left(\frac{2a}{3}\right)^5=\frac{128\sqrt2}{243}\,a=0.745\,a .$$

The total strength to all internal states follows from closure:

$$\sum_n|\langle n|\rho_q^\dagger|1s\rangle|^2=\langle2-2\cos\mathbf q\cdot\mathbf r\rangle=2[1-F(q)].$$

At $q=1/a$ this is $2(1-0.64)=0.72$, of which the 2p state takes $0.543^2=0.29$. For equal masses, the phonon shift of the 1s level therefore comes entirely from virtual transitions to odd internal states, and none of it from intra-1s processes.

With unequal masses the intra-1s part returns, but it can remain small. Keeping the 1s state alone in the one-phonon sum gives $-\sum_q|V_q|^2G^2/(\hbar\omega+\hbar^2q^2/2M)$. For $l_h=l_e/2$ and $a=8l_e$ this is $-0.091$ in units of $k/(\varepsilon^*l_e)$, about 7% of the complete shift $-1.377$. A calculation restricted to the 1s internal state would miss most of the lattice polarization in this case, although it would give the correct first-order amplitude for 1s-to-1s scattering. The numerical output lists these values with their units.

## Computed values

```
eps_inf = 6.0, eps_0 = 9.0 (dimensionless)
1/eps_star = 0.05556 (dimensionless)
phonon energy = 30.0 meV
m_e = 0.10, m_h = 0.40 free-electron masses
k = e^2/(4 pi vacuum permittivity) = 1439.965 meV nm
hbar^2/(2 reduced mass) = 476.248 meV nm^2
polaron lengths: l_e = 3.5637 nm, l_h = 1.7818 nm
coupling constants: alpha_e = 0.3741, alpha_h = 0.7483
sum of self-energy magnitudes = 33.672 meV
contact constant of V_H at r = 0.0001 nm: 33.671 meV
largest relative Fourier-test error = 5.8e-11
r =  0.5 nm: V_H =  -449.942 meV, eps_eff = 6.4007
r =  2.0 nm: V_H =   -97.918 meV, eps_eff = 7.3529
r =  5.0 nm: V_H =   -34.449 meV, eps_eff = 8.3599
r = 10.0 nm: V_H =   -16.256 meV, eps_eff = 8.8581
r = 20.0 nm: V_H =    -8.007 meV, eps_eff = 8.9918
binding, Coulomb with eps_0   = 13.438 meV
binding, Haken, radial solve  = 17.202 meV
binding, Haken, 1s trial      = 17.156 meV
binding, Coulomb with eps_inf = 30.235 meV
best 1s trial radius a = 4.7187 nm
test wave number q = 1/a = 0.21192 nm^-1
G(1/a), actual masses = -0.23713 (dimensionless)
|G(1/a)|, equal masses = 2.9e-18 (dimensionless)
peak |G| = 0.6804 at q = 0.7115 nm^-1
equal masses, |1s-2p element| at q = 1/a: 0.54306
equal masses, polarised-state |G| at q = 1/a: 0.29893
equal masses, total strength at q = 1/a: 0.72000
small-q 1s-2p slope / a = 0.74491 (dimensionless)
mean recoil, q = 1.3/a: 0.835184 (units 1/a^2)
mean drift,  q = 1.3/a: -0.835184 (units 1/a^2)
One-phonon 1s shifts in units of k/(eps_star l_e):
a/l_e = 0.5, l_h/l_e = 1.0: complete -0.2087, Haken -0.2800, static 1.0000
a/l_e = 2.0, l_h/l_e = 1.0: complete -0.5892, Haken -0.6250, static -0.5000
a/l_e = 8.0, l_h/l_e = 1.0: complete -0.8782, Haken -0.8800, static -0.8750
a/l_e = 8.0, l_h/l_e = 0.5: complete -1.3770, Haken -1.3783, static -1.3750
intra-1s part for the last row = -0.090505 (same units)
```
